# Why precursor-mediated adsorption onto noninteracting sites keeps the Langmuir isotherm

**Question.** In Langmuir's kinetic argument a molecule adsorbs only if it strikes an empty site. The adsorption rate is then proportional to $1-\theta$, the desorption rate to $\theta$, and their balance gives the isotherm. A molecule held in a weakly bound precursor state can instead land on a filled site, wander, and chemisorb elsewhere. When capture is much faster than escape, sticking then falls much more slowly than $1-\theta$. Why does the equilibrium coverage not change its form?

**Answer.**

## The mechanism: one waiting room, two doors

Consider identical sites, each holding at most one molecule, with no interaction between chemisorbed molecules. Adsorption is nondissociative. Gas and surface share the temperature $T$. The precursor is thermalised and so dilute that precursors never meet.

A precursor has two possible ends: it escapes to the gas, or an empty site captures it. Filling the surface removes capture sites and so makes escape more likely.

This competition acts on both directions of traffic. An arriving molecule must be captured to count as adsorbed. A chemisorbed molecule that climbs back into the precursor state has not yet desorbed: it must still escape before an empty site recaptures it. Crowding therefore helps desorption as well as hindering adsorption. Whether the two effects compensate has to be calculated.

## The common factor

Let $F$ be the flux of molecules striking unit area, $N$ the number of sites per unit area, $\alpha$ the probability that an impinging molecule is trapped as a precursor, and $n$ the number of precursors per site. A precursor escapes at rate $k_d$ and, when over an empty site, is captured at rate $k_a$. A chemisorbed molecule is released into the precursor state at rate $k_r$.

Suppose first that precursors hop fast enough to sample filled and empty sites evenly, and that $\alpha$ and $k_d$ are the same over both. A fraction $1-\theta$ of the precursors is then over empty sites, so

$$\frac{dn}{dt}=\frac{\alpha F}{N}-k_d n-k_a(1-\theta)n+k_r\theta,$$

$$\frac{d\theta}{dt}=k_a(1-\theta)n-k_r\theta .$$

The precursor density relaxes at the rate $D=k_d+k_a(1-\theta)$, far faster than the coverage changes in the example below. Setting $dn/dt=0$ gives

$$n=\frac{\alpha F/N+k_r\theta}{D}.$$

Insert this in the coverage equation and use the common denominator:

$$\frac{d\theta}{dt}=\frac{k_a(1-\theta)\alpha F/N+k_a(1-\theta)k_r\theta-k_r\theta\,[k_d+k_a(1-\theta)]}{D}.$$

The terms containing $k_ak_r\theta(1-\theta)$ cancel. They describe molecules that are released and recaptured, which changes no coverage. What remains is

$$\frac{d\theta}{dt}=\frac{k_a(1-\theta)\alpha F/N-k_dk_r\theta}{k_d+k_a(1-\theta)} .$$

Now define the precursor density in equilibrium with the gas and the escape probability of a precursor,

$$n_{\rm eq}=\frac{\alpha F}{Nk_d},\qquad \varepsilon(\theta)=\frac{k_d}{k_d+k_a(1-\theta)} .$$

Then

$$\frac{d\theta}{dt}=\varepsilon(\theta)\left[k_an_{\rm eq}(1-\theta)-k_r\theta\right].$$

The first term is the rate at which gas molecules become chemisorbed, and the second is the rate at which chemisorbed molecules reach the gas. Both contain $\varepsilon(\theta)$. Since $\varepsilon>0$, the coverage is stationary only when the bracket vanishes:

$$\frac{\theta}{1-\theta}=\frac{k_an_{\rm eq}}{k_r}\equiv Kp,\qquad \theta=\frac{Kp}{1+Kp}.$$

Here $p$ is the pressure, to which $F$ and hence $n_{\rm eq}$ are proportional. The factor $\varepsilon$ sets how fast equilibrium is reached, not where it lies.

The sticking probability is the adsorption rate divided by $F/N$:

$$S(\theta)=\frac{\alpha k_a(1-\theta)}{k_d+k_a(1-\theta)} .$$

Two limits show the compensation. If $k_a\ll k_d$, then $\varepsilon\to1$, and the rates are proportional to $1-\theta$ and $\theta$, as in Langmuir's argument. If $k_a(1-\theta)\gg k_d$, sticking is nearly constant at $\alpha$, while $\varepsilon\to k_d/[k_a(1-\theta)]$ makes desorption proportional to $\theta/(1-\theta)$. Constant adsorption balanced against $\theta/(1-\theta)$ gives the same isotherm.

## What detailed balance adds

For this uniform precursor, the shared denominator followed from eliminating a shared intermediate. Detailed balance requires that the intermediate be shared: a path used for adsorption must also be used, in reverse, for desorption. It also ties the rate constants to thermodynamics.

Take a harmonic precursor well of depth $E_p$ and frequency $\nu_z=\omega/2\pi$ normal to the surface, with the molecule's other motions as in the gas. For gas density $\rho$ and molecular mass $m$, classical statistics with $kT\ll E_p$ gives

$$Nn_{\rm eq}=\rho\,e^{E_p/kT}\sqrt{\frac{2\pi kT}{m\omega^2}},\qquad F=\rho\sqrt{\frac{kT}{2\pi m}} .$$

Their ratio is $F/(Nn_{\rm eq})=\nu_ze^{-E_p/kT}$. Trapping and escape must balance, $\alpha F=Nn_{\rm eq}k_d$, so

$$k_d=\alpha\nu_ze^{-E_p/kT}.$$

Poor trapping therefore implies equally slow escape.

Let the chemisorption well lie $E_c$ below the gas, and let the barrier to capture be $E_a$ above the precursor minimum. Seen from the chemisorbed state, that barrier has height $E_c-E_p+E_a$. With attempt frequencies $\nu_a$ and $\nu_r$,

$$k_a=\nu_ae^{-E_a/kT},\qquad k_r=\nu_re^{-(E_c-E_p+E_a)/kT}.$$

Hence $k_a/k_r=(\nu_a/\nu_r)e^{(E_c-E_p)/kT}$. Multiplication by $n_{\rm eq}=(F/N\nu_z)e^{E_p/kT}$ gives

$$Kp=\frac{F}{N\nu_z}\,\frac{\nu_a}{\nu_r}\,e^{E_c/kT}.$$

At fixed frequencies, $\alpha$, $E_p$ and $E_a$ have all cancelled. They belong to the path, and equilibrium depends on its end points. The frequencies are not independent either: at a given temperature the combination $\nu_a/(\nu_z\nu_r)$ is fixed by the partition functions of gas and chemisorbed molecules, and so largely by their entropy difference. A change of path alone must leave it unchanged.

## When the precursor is not well mixed

When hopping is not fast enough to mix the precursors, the escape probability depends on the arrangement of chemisorbed molecules, and no single function $\varepsilon(\theta)$ exists. The precursor may also differ between filled and empty sites. The cancellation then holds site by site, and here detailed balance does essential work.

Freeze an arrangement while a precursor walks over it. At site $j$ let the escape rate be $d_j$, the capture rate $a_j$ (equal to $k_a$ if the site is empty and zero if filled), and the hopping rate to site $k$ be $h_{jk}$. Let $g_j$ be the precursor density in equilibrium with the gas. Detailed balance makes the trapping rate at $j$ equal to $d_jg_j$ and requires $g_jh_{jk}=g_kh_{kj}$.

The density $n_j$ of precursors supplied by the gas satisfies

$$0=d_jg_j-(d_j+a_j)n_j+\sum_k(h_{kj}n_k-h_{jk}n_j).$$

Write $n_j=g_ju_j$, replace $h_{kj}g_k$ by $g_jh_{jk}$, and divide by $g_j$:

$$0=d_j-(d_j+a_j)u_j+\sum_kh_{jk}(u_k-u_j).$$

Next consider the probability $\varepsilon_j$ that a precursor starting at $j$ escapes. Its first event is escape, capture or a hop, so

$$\varepsilon_j=\frac{d_j+\sum_kh_{jk}\varepsilon_k}{d_j+a_j+\sum_kh_{jk}} .$$

Multiplying out gives the equation just found for $u_j$. Because every $d_j>0$, its solution is unique, and therefore $u_j=\varepsilon_j$.

Let $n_{\rm eq}$ now denote $g_j$ at an empty site. Gas molecules chemisorb at empty site $i$ at the rate $k_an_{\rm eq}\varepsilon_i$. If $i$ is filled instead, its molecule desorbs at the rate $k_r\varepsilon_i$: once released, it walks over the same arrangement with $i$ empty. The ratio is $Kp$ for every site and every arrangement.

Now give an arrangement of $M$ molecules a probability proportional to $(Kp)^M$, which means independently occupied sites. Each adsorption step is then balanced by its reverse. A released molecule may also be recaptured at another site. Along any such route, the forward and reversed walks visit the same sites and so have the same total exit rates. Their products of hopping rates are equal too, because $g$ has the same value at the two empty ends. These transfers also balance, so the Langmuir coverage is stationary without the well-mixed approximation, provided that the precursor is dilute.

## A numerical case

Take round model parameters: $T=600$ K ($kT=0.0517$ eV), mass 28 u, $N=3.4\times10^{14}$ cm$^{-2}$, $\alpha=0.8$, $E_c=1.60$ eV, $E_p=0.25$ eV and $E_a=0.10$ eV. The frequencies are $\nu_z=2\times10^{12}$, $\nu_a=10^{12}$ and $\nu_r=10^{13}$ s$^{-1}$. Then

$$k_d=0.8(2\times10^{12})e^{-0.25/0.0517}=1.27\times10^{10}\ {\rm s^{-1}},$$

$$k_a=10^{12}e^{-0.10/0.0517}=1.45\times10^{11}\ {\rm s^{-1}}.$$

The release barrier is $1.60-0.25+0.10=1.45$ eV, which gives $k_r=6.6$ s$^{-1}$. Integrating the Boltzmann factor over the harmonic well cut off at the gas level changes $k_d$ by only 0.2%, but the shape of the well matters more: counting the bound states of a Morse well of the same depth and frequency lowers $k_d$ by about 14% at this $E_p/kT=4.8$. That alters the kinetics, not the form of the isotherm.

At $10^{-6}$ Torr the flux is 0.797 molecules per site per second, and

$$Kp=\frac{0.797}{2\times10^{12}}\times0.1\times e^{1.60/0.0517}\approx1.10 .$$

Half coverage therefore occurs at $p=9.12\times10^{-7}$ Torr. With $k_a/k_d=11.37$, the escape probability there is $1/(1+11.37/2)=0.150$. Desorption proceeds at $6.615\times0.5\times0.1496=0.495$ per site per second, and adsorption at the same rate. Other equilibrium points are:

| $\theta$ | $p$ (Torr) | $S$ | $\varepsilon$ | each rate (site$^{-1}$ s$^{-1}$) |
|---|---|---|---|---|
| 0.1 | $1.01\times10^{-7}$ | 0.729 | 0.089 | 0.059 |
| 0.5 | $9.12\times10^{-7}$ | 0.680 | 0.150 | 0.495 |
| 0.9 | $8.21\times10^{-6}$ | 0.426 | 0.468 | 2.786 |

From the first row to the last, the empty fraction falls ninefold, but sticking falls by a factor of only 1.7. The escape probability rises 5.3-fold and accounts for the difference.

Integrating the two original rate equations, without eliminating the precursor, gives coverages of 0.099, 0.523 and 0.916 at $10^{-7}$, $10^{-6}$ and $10^{-5}$ Torr, in agreement with the isotherm. Changing the path to $\alpha=0.3$, $E_p=0.35$ eV and $E_a=0.20$ eV leaves the coverage at $10^{-6}$ Torr at 0.523.

The speed does depend on the path. At half-coverage pressure $k_an_{\rm eq}=k_r$, so $d\theta/dt=k_r(1-2\theta)\varepsilon(\theta)$. With $r=k_a/k_d$, we have $1/\varepsilon=1+r(1-\theta)=(1+r/2)+(r/2)(1-2\theta)$. Integration from an empty surface gives

$$t=\frac1{k_r}\left[-\frac{1+r/2}{2}\ln(1-2\theta)+\frac{r\theta}{2}\right].$$

Coverage 0.25 is reached after 0.565 s, as the full integration confirms. Close to half coverage, the deviation decays with time constant $1/[2k_r\varepsilon(1/2)]=0.505$ s.

Suppose the precursor sticking law were paired with plain first-order desorption, $k_r\varepsilon(0)\theta$, correct at low coverage. At the same pressure the balance would read $(1-\theta)\varepsilon(\theta)=\varepsilon(0)\theta$. Its solution is $\theta=0.78$ instead of 0.50, because crowding would then hinder adsorption without helping desorption in the required proportion.

The site-by-site result was tested on a randomly half-filled lattice of 1600 sites, with precursors 0.03 eV shallower over filled sites and a total hopping rate of $7.6\times10^{11}$ s$^{-1}$ over empty ones, shared among four neighbours. The shallower well speeds escape and hopping over filled sites by the same factor, so it lowers the precursor density there but leaves the escape probabilities unchanged; their spread comes from the arrangement. On this lattice, escape probabilities from different empty sites ranged from 0.111 to 0.196 (the extremes shift by a few hundredths between random arrangements), yet the ratio of adsorption to desorption rates equalled $Kp$ at each of them to rounding error.

A complete master equation for a ring of four sites shows one way in which breaking detailed balance can spoil the isotherm. The ring has its own rates, not those of the example: in units of the escape rate over an empty site, capture is 5, escape over a filled site 3, hopping to each neighbour 2 from an empty site and 5 from a filled one, and the equilibrium precursor density over a filled site is 0.4 of that over an empty one. The size of the effect below depends on these choices. The escape of precursors to the gas from above filled sites was made five times faster, with trapping there unchanged. The apparent constant $\theta/[(1-\theta)p]$ fell to 0.91 of its proper value at $Kp=0.1$ and to 0.44 at $Kp=10$. A constant that varies with pressure is not a Langmuir constant. With detailed balance kept, both values were 1 to within $10^{-4}$.

## What a real surface changes

The energies and site density are of the rough size met in molecular ethylene adsorption on Si(001), where the molecule bonds to a surface dimer. The frequencies are illustrative. An ethylene precursor that moves and rotates along the surface as freely as in the gas loses much entropy on chemisorbing. If the bound molecule's hindered motions have wavenumbers of 200 cm$^{-1}$ or more, $\nu_r/\nu_a$ must exceed $10^4$, not equal 10, and at the same $E_c$ the half-coverage pressure rises in proportion. The numbers therefore show the mechanism and do not predict ethylene coverages. The pressures are those of a vacuum experiment.

The dilute-precursor assumption is safe here: at half-coverage pressure there are $4.6\times10^{-11}$ precursors per site. Thermalisation is less secure, since a precursor lives about 12 ps at half coverage. Finite hopping, with a uniform precursor on the lattice above, lowers sticking from 0.680 to 0.667 and mean escape from 0.150 to 0.147 (0.666 and 0.146 when averaged over random arrangements). Both fall by 2%, as the common factor requires.

Interactions do change the isotherm. Assume a repulsion $w=0.02$ eV between neighbours in a row. With $x=Kp$ and $b=e^{-w/kT}$, the chain's transfer matrix has rows $(1,\sqrt x)$ and $(\sqrt x,xb)$. The coverage is the square of the second component of its normalised dominant eigenvector. At $x=1$ this gives

$$\theta=\frac12\left[1-\frac{1-b}{\sqrt{(1-b)^2+4}}\right]=0.42 .$$

Half coverage requires equal components, hence equal diagonal entries, $xb=1$. Restoring it therefore takes $1/b=1.47$ times the pressure.

Gas at 300 K over the 600 K surface strikes $\sqrt2$ times as often at the same pressure. With $\alpha$ held fixed, the steady coverage at the former half-coverage pressure becomes $1.414/2.414=0.59$. The form in $p$ survives for a uniform precursor, but its constant is no longer an equilibrium constant.

Irreversible decomposition sets a time limit. If 0.02 molecules decompose per desorption event, each blocking one site, the initial blocking rate at half coverage is $0.02\times0.495=0.0099$ per site per second. A tenth of the sites is lost in about 10 s. Under that assumed fraction, the isotherm is only an approximation at half coverage, useful from about five relaxation times of 0.5 s, when an initially empty surface has reached a coverage of 0.48, until the blocked fraction becomes appreciable. The numerical output below lists the underlying values.

## Values computed for the example and the checks

```
Temperature 600 K, kT = 0.05170 eV
Molecular mass 28 u, N = 3.4e+14 cm^-2
E_c = 1.60, E_p = 0.25, E_a = 0.10 eV
Trapping probability alpha = 0.80
nu_z = 2e+12, nu_a = 1e+12, nu_r = 1e+13 s^-1
Hopping: prefactor 2e+12 s^-1, barrier 0.05 eV
k_d = 1.2712e+10 s^-1 (well quadrature 1.2736e+10 s^-1)
k_a = 1.4456e+11 s^-1, k_a/k_d = 11.372
k_r = 6.6151 s^-1
Flux per site at 1e-6 Torr = 0.7971 s^-1
K = 1.0962e+06 Torr^-1, half-coverage pressure = 9.1224e-07 Torr
Sticking on empty surface = 0.7353
theta = 0.1: equilibrium pressure = 1.014e-07 Torr
  sticking = 0.7288, escape = 0.0890
  adsorption rate = 0.0589 /site/s
  desorption rate = 0.0589 /site/s
theta = 0.5: equilibrium pressure = 9.122e-07 Torr
  sticking = 0.6803, escape = 0.1496
  adsorption rate = 0.4947 /site/s
  desorption rate = 0.4947 /site/s
theta = 0.9: equilibrium pressure = 8.210e-06 Torr
  sticking = 0.4257, escape = 0.4679
  adsorption rate = 2.7857 /site/s
  desorption rate = 2.7857 /site/s
p = 1e-07 Torr: integrated 0.09879, Langmuir 0.09879
p = 1e-06 Torr: integrated 0.52295, Langmuir 0.52295
p = 1e-05 Torr: integrated 0.91640, Langmuir 0.91640
Altered alpha, E_p (eV), E_a (eV): 0.3 0.35 0.2
  coverage at 1e-6 Torr = 0.52295
Uptake at p_half: predicted time to 0.25 = 0.5652 s
  integrated coverage at that time = 0.25000
Relaxation time = 0.5053 s (integrated 0.5059 s)
False coverage at p_half, plain desorption = 0.7786
Lattice 40 x 40, half filled; hop rate = 7.604e+11 s^-1
  sticking: finite hopping 0.6667, fast 0.6803
  mean escape, finite hopping = 0.1466
Precursor shallower by 0.03 eV over filled sites:
  escape from 0.1113 to 0.1958 across sites
  largest relative error of site rate ratio = 3.3e-15
Ring, apparent K / true K at K p = 0.1 and 10:
  detailed balance kept:   1.00000, 0.99999
  detailed balance broken: 0.91392, 0.44317
Precursors per site at p_half = 4.58e-11
Precursor lifetime at half coverage = 11.77 ps
Neighbour repulsion 0.02 eV: theta = 0.4208
  pressure factor to restore half coverage = 1.472
Gas at 300 K: flux factor 1.414
  coverage at p_half, same alpha = 0.5858
Assumed decompositions per desorption = 0.02
  time to block 10 percent of sites = 10.1 s
```
